\section*{Anharmonic forces alone do not give Fourier's law: the Toda chain}

\section{The argument under review}

The manuscript models heat flow along a chain of atoms. Its central argument has three steps. In a regular harmonic chain the normal modes are travelling waves that do not exchange energy, so heat travels without resistance. Anharmonic forces couple the modes, so the modes scatter. Scattering makes the heat current forget its initial value, so the conductivity is finite and Fourier's law holds.

The first step is sound, and so is the first half of the second. The third does not follow. A current forgets its initial value only if nothing that the motion conserves keeps a record of it, and coupling between modes does not settle whether such a record exists. The Toda chain is a suitable test, because its forces are anharmonic and its equilibrium averages can be done in closed form. The question to put to it is this: when the heat current is averaged over a long time, does the average die out?

\section{The chain and its heat current}

Take $N$ atoms of mass $m$ on a ring, with classical motion. Let $r_i$ be the extension of the bond between atoms $i$ and $i+1$, measured from its rest length, so that $\dot r_i=(p_{i+1}-p_i)/m$. The bond energy is
\begin{equation}
V(r)=\frac ab\left(e^{-br}-1\right)+ar ,\qquad a,b>0 .
\end{equation}
With $F_i=a\,e^{-br_i}$ one has $V'(r_i)=a-F_i$. The force on atom $i$ is $V'(r_i)-V'(r_{i-1})$, so
\begin{equation}
\dot p_i=F_{i-1}-F_i ,\qquad
\dot F_i=-bF_i\dot r_i=-\frac bm F_i\,(p_{i+1}-p_i).
\label{eom}
\end{equation}

A current needs a rule for placing the energy. Share each bond equally between its two atoms: $e_i=p_i^2/2m+\tfrac12[V(r_{i-1})+V(r_i)]$. Then
\begin{align}
\dot e_i&=\frac{p_i}{m}\left[V'(r_i)-V'(r_{i-1})\right]
+\frac{V'(r_{i-1})}{2m}(p_i-p_{i-1})+\frac{V'(r_i)}{2m}(p_{i+1}-p_i)\nonumber\\
&=\frac{V'(r_i)}{2m}(p_i+p_{i+1})-\frac{V'(r_{i-1})}{2m}(p_{i-1}+p_i).
\end{align}
This has the form $j_{i-1}-j_i$, inflow minus outflow, with
\begin{equation}
j_i=\frac{(p_i+p_{i+1})(F_i-a)}{2m}.
\end{equation}

\subsection{Removing the drift of the whole ring}

Let the chain be under an external compressive force $P$, with $a+P>0$. The mean of $F_i$ is then $f=a+P$, as shown below. Insert $F_i-a=(F_i-f)+P$ and sum over the ring, where each momentum occurs twice:
\begin{equation}
\sum_i j_i=J+\frac Pm\sum_i p_i ,\qquad
J=\frac1{2m}\sum_i(p_i+p_{i+1})(F_i-f).
\label{J}
\end{equation}
The last term of the sum is conserved, since total momentum is conserved. In a compressed ring which drifts as a whole, each atom does work on the next through the compressive force, and this passes energy along the ring at a steady rate. It would appear for any bond law under pressure, and it says nothing about heat conduction. It must be taken out before the question is asked, or a persistent current would be found for a trivial reason. The remainder $J$ is the heat current. It is uncorrelated with total momentum, because $F_i-f$ has zero mean and is independent of the momenta. Only the average pressure has been removed, however. The long-time mean force in a single finite ring differs slightly from $f$, so a small trace of the drift stays in $J$. Its share of $\langle J^2\rangle$ vanishes as $1/N$ and is estimated with the simulations below.

\section{Equilibrium averages}

Use the weight $\exp[-(H+P\sum_i r_i)/k_BT]$, with the $r_i$ and $p_i$ as independent variables. The motion leaves it unchanged: $H$ and $\sum_i r_i$ are conserved on the ring, and the flow preserves volume because $\dot p_i$ depends only on the $r$'s and $\dot r_i$ only on the $p$'s.

The momenta are Gaussian. With $s=mk_BT$,
\begin{equation}
\langle p^2\rangle=s,\qquad \langle p^4\rangle=3s^2,\qquad \langle p^6\rangle=15s^3 .
\end{equation}
For one bond define $x=F/(bk_BT)$ and
\begin{equation}
\theta=\frac{a+P}{bk_BT}.
\end{equation}
The term $(a/b)e^{-br}/k_BT$ in the exponent equals $x$. The linear terms give $e^{-(a+P)r/k_BT}\propto x^{\theta}$, because $e^{-br}\propto x$. Finally $|dr|=dx/(bx)$. The density of $x$ is therefore $x^{\theta-1}e^{-x}/\Gamma(\theta)$, a gamma distribution with mean $\theta$ and variance $\theta$. Hence
\begin{equation}
\langle F\rangle=bk_BT\,\theta=a+P=f ,\qquad
w\equiv\langle (F-f)^2\rangle=(bk_BT)^2\theta .
\label{w}
\end{equation}

The parameter $\theta$ also measures how anharmonic the motion is. The local stiffness of a bond is $V''=bF$, and its relative fluctuation is $\sqrt w/f=1/\sqrt\theta$. Large $\theta$ means a nearly harmonic chain; $\theta$ near one means a bond whose stiffness varies by about its own mean.

\section{What the collisions cannot erase}

The Toda chain is integrable: it has as many independent conserved quantities as atoms. One of them, beyond momentum and energy, is enough here:
\begin{equation}
Q=\sum_i\left[\frac{p_i^3}{3}+\frac mb(p_i+p_{i+1})F_i\right].
\end{equation}
Its conservation can be verified directly. From \eqref{eom},
\begin{align}
\dot Q={}&\sum_i p_i^2(F_{i-1}-F_i)
+\frac mb\sum_i F_i\,(F_{i-1}-F_i+F_i-F_{i+1})\nonumber\\
&-\sum_i F_i\,(p_{i+1}+p_i)(p_{i+1}-p_i).
\end{align}
Relabelling the first sum turns it into $\sum_iF_i(p_{i+1}^2-p_i^2)$, which the third cancels. The second sum is $\sum_i(F_iF_{i-1}-F_iF_{i+1})$, which vanishes by relabelling. So $\dot Q=0$. The exponential law enters through $\dot F_i\propto F_i$, and equal masses enter through the factor $p_{i+1}^2-p_i^2$ in the last sum.

The heat current is a piece of this quantity. Solving the definition of $Q$ for the sum that contains $F_i$ gives
\begin{equation}
J=\frac{b}{2m^2}\left(Q-\frac13\sum_ip_i^3\right)-\frac fm\sum_ip_i .
\end{equation}
$J$ itself is not conserved, since
\begin{equation}
\dot J=-\frac b{2m^2}\sum_ip_i^2(F_{i-1}-F_i)
\end{equation}
is in general not zero. The atoms do exchange energy and $J$ does fluctuate. What matters is how much of $J$ is tied to $Q$.

\subsection{The size of the overlap}

First remove momentum from $Q$ as well. Writing $F_i=f+\varphi_i$ produces the term $(2mf/b)\sum_ip_i$. The cubic term has the momentum component $\langle p^4\rangle/(3\langle p^2\rangle)=s$ per atom. Subtracting both leaves
\begin{equation}
Q_\perp=\sum_i\left[\frac{p_i^3}{3}-s\,p_i+\frac mb(p_i+p_{i+1})\varphi_i\right],
\end{equation}
which is conserved, being a combination of $Q$ and total momentum. Three averages are needed. Terms with a single $\varphi_i$ vanish, and different bonds are independent, so
\begin{align}
\frac{\langle Q_\perp^2\rangle}{N}
&=\frac{15s^3}{9}-\frac{2s}{3}\,3s^2+s^3+\frac{m^2}{b^2}\,2sw
=s^3\left(\frac23+2\theta\right),\\
\frac{\langle JQ_\perp\rangle}{N}
&=\frac1{2m}\,\frac mb\,2sw=\frac{sw}{b},\\
\frac{\langle J^2\rangle}{N}
&=\frac{2sw}{4m^2}=\frac{k_BT}{2m}(bk_BT)^2\theta .
\label{JJ}
\end{align}
The first line used $m^2w/b^2=m^2(k_BT)^2\theta=s^2\theta$. The same identity gives the squared correlation coefficient of $J$ and $Q_\perp$:
\begin{equation}
\frac{\langle JQ_\perp\rangle^2}{\langle J^2\rangle\langle Q_\perp^2\rangle}
=\frac{2m^2w/b^2}{s^2\left(\frac23+2\theta\right)}
=\frac{2\theta}{\frac23+2\theta}=\frac{3\theta}{1+3\theta}.
\end{equation}

\subsection{Consequence for the time average}

Let $\bar J_\tau=\tau^{-1}\int_0^\tau J(t)\,dt$. Because $Q_\perp$ is conserved, $\langle J(t)Q_\perp(0)\rangle=\langle J(t)Q_\perp(t)\rangle$. Because equilibrium is stationary, this equals $\langle JQ_\perp\rangle$ at every $t$. Averaging over $t$ gives $\langle\bar J_\tau Q_\perp\rangle=\langle JQ_\perp\rangle$, and the Cauchy--Schwarz inequality then yields $\langle\bar J_\tau^2\rangle\ge\langle JQ_\perp\rangle^2/\langle Q_\perp^2\rangle$. In the other direction, the square of a time average cannot exceed the time average of the square. Together,
\begin{equation}
\frac{3\theta}{1+3\theta}\;\le\;\frac{\langle\bar J_\tau^2\rangle}{\langle J^2\rangle}\;\le\;1 .
\label{bound}
\end{equation}
The average does not die out. The bounds hold at every $\tau$ and do not depend on $N$, so they survive if the ring is made infinite first and the time long afterwards, which is the order that defines a bulk conductivity.

\section{What this does to the conductivity}

Let $d$ be the mean atomic spacing and $A$ the cross-section assigned to one chain. The current carried through the volume $NdA$ is $dJ$. The Green--Kubo formula with a finite time window is
\begin{equation}
\kappa_\tau=\frac{d}{Nk_BT^2A}\int_0^\tau\left(1-\frac t\tau\right)\langle J(t)J(0)\rangle\,dt .
\end{equation}
The taper tends to one as $\tau$ grows, so a convergent correlation integral gives the usual $\kappa$. By stationarity, $\tau^2\langle\bar J_\tau^2\rangle$ is a double time integral of a function of the time difference alone, equal to $2\int_0^\tau(\tau-t)\langle J(t)J(0)\rangle dt$. Therefore
\begin{equation}
\kappa_\tau=\frac{d\,\tau}{2Nk_BT^2A}\,\langle\bar J_\tau^2\rangle .
\label{kappa}
\end{equation}
With \eqref{bound}, $\kappa_\tau$ lies between two straight lines through the origin. It never levels off, and this linear growth is what ballistic transport means here. For a chain of length $L$ between two heat baths, a rough estimate replaces $\tau$ by a transit time proportional to $L$ and suggests $\kappa\propto L$. That last step is an estimate, not a result of this analysis.

\subsection{Cold and hot limits}

As $T\to0$ at fixed $a$, $b$ and $P$, $\theta\to\infty$ and the lower bound approaches $1-1/(3\theta)$. This agrees with the harmonic chain. For $P=0$ and small $r$, $F_i-a\approx-Kr_i$ with $K=ab$, so $J\approx-(K/2m)\sum_i(p_i+p_{i+1})r_i$ and $\dot p_i=K(r_i-r_{i-1})$. Its rate of change is proportional to
\begin{equation}
\sum_i\left[\frac{p_{i+1}^2-p_i^2}{m}+K\,r_i(r_{i+1}-r_{i-1})\right]=0 ,
\end{equation}
since both parts cancel around the ring. The harmonic current is fully conserved, and anharmonicity lowers the guaranteed fraction from one to $3\theta/(1+3\theta)$ without bringing it to zero.

In the hot limit, $\theta\to0$, the lower bound falls as $3\theta$. By itself this does not show that the current decays almost completely, because a lower bound leaves room for other conserved quantities to hold further parts of it.

\section{A numerical case}

Take $P=0$, $T=600$ K, stiffness $ab=20$ N/m, $b=35$ nm$^{-1}$, $d=0.32$ nm, $A=d^2$ and $m=167.4$ u. These are round values in the rough regime of lead telluride, a soft thermoelectric material, with $m$ the mean of the Pb and Te masses. Then $a/b=0.1019$ eV and $k_BT=0.0517$ eV, so
\begin{equation}
\theta=\frac{0.1019}{0.0517}\approx1.97,\qquad
\frac{3\theta}{1+3\theta}=\frac{5.91}{6.91}\approx0.855 .
\end{equation}
The bond stiffness fluctuates by $1/\sqrt{1.97}\approx71\%$ of its mean. This is far from harmonic, yet at least 85\% of the mean-square current survives any time average. From \eqref{JJ}, $\langle J^2\rangle/N=2.47\times10^{-15}$ W$^2$. With $A=d^2$, the upper line has the slope
\begin{equation}
\frac{\langle J^2\rangle/N}{2k_BT^2d}
=\frac{2.47\times10^{-15}\ \mathrm{W^2}}{2\,(4.97\times10^{-18}\ \mathrm{J\,K})(3.2\times10^{-10}\ \mathrm m)}
\approx0.78\ \mathrm{\frac{W}{m\,K\,ps}},
\end{equation}
and the lower line has $0.855$ times the unrounded slope, $0.664$ W/(m\,K) per ps.

Molecular dynamics of 400 rings of 64 atoms was run twice: once with equal masses, and once with the Pb and Te masses alternating. Bond law, temperature, mean mass, ring size and time step were the same. For unequal masses the energy balance gives the current in terms of velocities, $J=\tfrac12\sum_i(p_i/m_i+p_{i+1}/m_{i+1})(F_i-f)$, and this form, which reduces to \eqref{J} for equal masses, is the one used. The ratio $R=\langle\bar J_\tau^2\rangle/\langle J^2\rangle$ uses the value of $\langle J^2\rangle$ sampled in each run, and $\kappa_\tau$ is in W/(m\,K).

\begin{center}
\begin{tabular}{ccccc}
 & \multicolumn{2}{c}{equal masses} & \multicolumn{2}{c}{Pb/Te masses}\\
$\tau$ (ps) & $R$ & $\kappa_\tau$ & $R$ & $\kappa_\tau$\\
3.54 & $0.858\pm0.010$ & 2.24 & $0.581\pm0.009$ & 1.76\\
14.15 & $0.855\pm0.011$ & 8.91 & $0.398\pm0.012$ & 4.82\\
56.59 & $0.854\pm0.011$ & 35.6 & $0.199\pm0.014$ & 9.63
\end{tabular}
\end{center}

For equal masses $R$ stays level while the window grows sixteenfold, and $\kappa_\tau$ grows by the same factor within 1\%. The plateau agrees with the lower bound within the statistical error. This suggests that $Q_\perp$ accounts for nearly all of the persistent current at this $\theta$, though not all of it: the next odd conserved quantity of the chain, of fifth order in the momenta, raises the bound slightly, from 0.855 to 0.858.

The equal-mass $\kappa_\tau$ lies about 5\% below the lower line; at the longest window the line gives $0.664\times56.59\approx37.6$. This is a sampling effect. The mean square of 400 independent, nearly Gaussian currents has a relative error of about $\sqrt{2/400}\approx7\%$. That error enters $\kappa_\tau$ in full but largely cancels in $R$.

\section{What changes when the masses differ}

Keep the bond law and give atom $i$ the mass $m_i$, with $m$ in $Q$ now the mean mass. Then $\dot r_i=p_{i+1}/m_{i+1}-p_i/m_i$, and the cancellation in $\dot Q$ leaves
\begin{equation}
\dot Q=\sum_iF_i(p_i+p_{i+1})\left[p_{i+1}\left(1-\frac m{m_{i+1}}\right)-p_i\left(1-\frac m{m_i}\right)\right].
\end{equation}
The record is no longer kept. In the runs, the rms change of $Q$ from start to end was 1.0\% of the equal-mass thermal spread of $Q_\perp$ for equal masses, where it is an error of the finite time step, and 145\% for alternating masses. The forces are as anharmonic as before, and at equal temperature the bond statistics are identical. What differs is the mass pattern, and with it the conservation law.

Three cautions apply to the right-hand columns of the table. First, a value of $R$ below one at the shortest window is not in itself evidence of scattering, because even a harmonic chain with alternating masses has $\dot J\ne0$. The informative feature is the continued fall of $R$ with $\tau$. Second, $\kappa_\tau$ has not levelled off: each fourfold increase of the window multiplies it by 2.7 and then by 2.0. These runs show the loss of the plateau, not Fourier's law. A vanishing long-time average is necessary for a finite conductivity but not sufficient. If $\langle J(t)J(0)\rangle$ falls as $t^{-\alpha}$ with $0<\alpha<1$, the time average vanishes while $\kappa_\tau$ grows as $\tau^{1-\alpha}$. The runs do not exclude such slow decay, so breaking integrability does not by itself rescue the manuscript's conclusion.

Third, a finite ring keeps a trace of its drift in $J$: the drift velocity times the long-time mean of $\sum_i(F_i-f)$. The velocity has mean square $k_BT/(Nm)$ and the sum at most $Nw$, so the trace has a mean square of at most about $k_BT\,w/m$. Compared with $\langle J^2\rangle\approx Nk_BT\,w/(2m)$, this is a share of at most about $2/N$, or 0.03 for 64 atoms. It is a noticeable part of the last value, $R=0.199$, but being constant in time it cannot cause the fall of $R$.

\section{Bearing on a real material}

Lead telluride at 600 K has a lattice conductivity of very roughly 1--2 W/(m\,K). The equal-mass model passes that within a few picoseconds and keeps rising, so its $\kappa_\tau$ must not be read as a prediction. The model's top frequency, 2.7 THz, is of the right size. Its mean bond extension, 0.0078 nm or 2.4\% of the spacing, is about twice the thermal expansion I would expect of the crystal. The equal-mass assumption fails at once in the real compound, and correcting it in the 64-atom rings lowers the 57 ps value from 35.6 to 9.6 W/(m\,K), a figure uncertain by about 1 W/(m\,K): another sample of 64-atom rings with twice the time step gives $8.5\pm0.6$, and rings of 256 atoms give $9.5\pm1.0$. Transverse motion and scattering in three dimensions are also absent; their effect was not computed, but the remaining gap shows that the chain is no substitute for the crystal.

The other omissions are smaller or of a different kind. Quantum statistics would lower the heat capacity of the top mode by 0.4\%. About 2\% of the bonds are stretched by more than 20\% of the spacing, where a real bond would weaken while the Toda tension approaches the constant $a$. Electrons would add about 0.7 W/(m\,K) for a rough electrical conductivity of $5\times10^4$ S/m, if the Lorenz number of a degenerate metal is used.

\section{Requested correction}

The inference from the scattering of modes to Fourier's law should be withdrawn. For its own chain the manuscript should remove the momentum part of the energy current, examine whether the squared correlation of the remainder with the other conserved quantities stays above zero as $N$ grows, and then show that $\kappa_\tau$ levels off with the window in chains so long that their length no longer matters. A correlation that survives in the long chain rules Fourier's law out; only the last step can support it. The numerical output lists the values used above.

\section*{Table of computed values}
\begin{verbatim}
Temperature: 600 K
Bond stiffness a*b: 20.0 N/m
Exponent b: 35.0 1/nm
Mean atomic spacing: 0.32 nm
Area per chain: 0.1024 nm^2
Masses Pb, Te, mean: 207.2, 127.6, 167.4 u
Force scale a: 0.5714 nN
Energy scale a/b: 0.1019 eV
Thermal energy kB*T: 0.0517 eV
theta: 1.971 (no unit)
Time unit sqrt(m/(a b)): 0.1179 ps
Lower bound 3theta/(1+3theta): 0.8553 (no unit)
Same bound at 300 K: 0.9220 (no unit)
<J^2>/N: 2.469e-15 W^2
Conductivity growth, lower line: 0.6638 W/(m K) per ps
Conductivity growth, upper line: 0.7761 W/(m K) per ps
Simulation: 64 sites, 400 rings, time step 7.07 fs
equal masses, window 3.54 ps: ratio 0.858 +- 0.010, kappa 2.24 W/(m K)
equal masses, window 14.15 ps: ratio 0.855 +- 0.011, kappa 8.91 W/(m K)
equal masses, window 56.59 ps: ratio 0.854 +- 0.011, kappa 35.61 W/(m K)
Pb/Te masses, window 3.54 ps: ratio 0.581 +- 0.009, kappa 1.76 W/(m K)
Pb/Te masses, window 14.15 ps: ratio 0.398 +- 0.012, kappa 4.82 W/(m K)
Pb/Te masses, window 56.59 ps: ratio 0.199 +- 0.014, kappa 9.63 W/(m K)
Relative change of Q, equal masses: 0.0099 (no unit)
Relative change of Q, Pb/Te masses: 1.447 (no unit)
Mean bond extension: 0.0078 nm
RMS bond fluctuation: 0.0232 nm
RMS of b*r (anharmonicity): 0.811 (no unit)
Top harmonic frequency: 2.70 THz
hbar*omega_max/(kB*T): 0.216 (no unit)
Quantum loss of top-mode heat capacity: 0.39 %
Chance of bond stretched over 20% of spacing: 2.06 %
Rough electrical conductivity (input): 5.0e+04 S/m
Neglected electronic conductivity: 0.73 W/(m K)
\end{verbatim}
